# Why the Rashba Coefficient of a Bound Subband Follows the Valence Edge: test program

```python
"""
Result under test: for a bound subband with constant mass the mean gradient of
the conduction edge Ec(z) is zero, while the Rashba coefficient is the mean of
    beta'(z),  beta = (P^2/3) [1/(E-Ev) - 1/(E-Ev+Delta)],
which contains only the valence edge Ev(z) and does not vanish in general.
Leading order for a large gap: alpha = beta1 <U'> (1 - v/dEc).
Symbols: U electrostatic energy of an electron, s composition profile (0 well,
1 barrier), dEc conduction step, v valence step (well to barrier), Delta
spin-orbit splitting, P Kane matrix element, beta1 = d beta / d Ev.
H_R = alpha (sigma_x k_y - sigma_y k_x). Energies in eV, lengths in nm.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.sparse.linalg import eigsh

HB = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m0, eV nm^2
KT = const.k * 300.0 / const.e

# Rough typical values, InGaAs channel between InAlAs barriers
GAP, GAP_BARRIER, STEP_C, DELTA, EP = 0.74, 1.46, 0.50, 0.33, 20.0
STEP_V = STEP_C - (GAP_BARRIER - GAP)
WELL, SHEET, WIDTH, SHEET_WIDTH = 10.0, 10.0, 0.30, 0.50
FIELD = 0.010                  # eV/nm, equal to 0.1 MV/cm
EPS_R, DENSITY = 14.0, 0.005   # density per nm^2
MOBILITY, GAMMA_D = 1.0e4, 0.03  # cm2/Vs and eV nm^3, rough
P2 = EP * HB
BOX = 24.0


def profiles(z, width=WIDTH):
    """Return s, s', U, U' and the window between the charge sheets."""
    a, b = (z + WELL / 2) / width, (z - WELL / 2) / width
    s = 1 - 0.5 * (np.tanh(a) - np.tanh(b))
    ds = -0.5 * (1 / np.cosh(a)**2 - 1 / np.cosh(b)**2) / width
    c, d = (z + SHEET) / SHEET_WIDTH, (z - SHEET) / SHEET_WIDTH
    window = 0.5 * (np.tanh(c) - np.tanh(d))
    u = 0.5 * FIELD * SHEET_WIDTH * (np.logaddexp(c, -c) - np.logaddexp(d, -d))
    return s, ds, u, FIELD * window, window


def beta1(x, lam=1.0):
    """d beta / d Ev at x = E - Ev, with gap scale lam."""
    return lam * P2 / 3 * (1 / x**2 - 1 / (x + lam * DELTA)**2)


def kinetic(x):
    """hbar^2 / 2m from the valence bands at x = E - Ev."""
    return P2 / 3 * (2 / x + 1 / (x + DELTA))


def solve(z, potential, coeff_mid, count=2):
    """Lowest states of -(A f')' + V f = E f; A is given on midpoints."""
    h = z[1] - z[0]
    diag = potential + (coeff_mid[:-1] + coeff_mid[1:]) / h**2
    energy, vec = eigh_tridiagonal(diag, -coeff_mid[1:-1] / h**2,
                                   select='i', select_range=(0, count - 1))
    return energy, vec / np.sqrt(h)


# ---------- constant mass ----------
h = 0.02
z = np.linspace(-BOX, BOX, int(round(2 * BOX / h)) + 1)
z_mid = np.concatenate(([z[0] - h / 2], z + h / 2))
s, ds, u, du, window = profiles(z)
ec, dec = STEP_C * s + u, STEP_C * ds + du
A0 = kinetic(GAP)
mass = HB / A0
const_coeff = np.full(len(z_mid), A0)
levels, states = solve(z, ec, const_coeff)
E1, E2 = levels
f = states[:, 0]
rho = f**2
assert E2 < min(ec[0], ec[-1])          # both subbands are bound


def mean(g, density=rho):
    return h * np.sum(density * g)


force_c = mean(dec)
force_c2 = mean(dec, states[:, 1]**2)
force_u, force_step = mean(du), mean(STEP_C * ds)
for value in (force_c, force_c2):
    assert abs(value) < 2e-3 * FIELD
assert force_u > 0.9 * FIELD            # the electric part alone is finite
bump = 0.15 * np.exp(-(z - 2)**2)
_, distorted = solve(z, ec + bump, const_coeff)
for n in range(2):
    g = dec - 2 * (z - 2) * bump
    assert abs(mean(g, distorted[:, n]**2)) < 2e-3 * FIELD

ev = -GAP + STEP_V * s + u
force_v = mean(du + STEP_V * ds)
b1 = beta1(E1 - ev)
alpha_field, alpha_step = mean(b1 * du), mean(b1 * STEP_V * ds)
alpha_const = alpha_field + alpha_step
alpha_lead = beta1(GAP + E1) * force_u * (1 - STEP_V / STEP_C)

# ---------- eight-band Hamiltonian, wavevector along x ----------
# Spin matrices are permuted so that sigma_y is diagonal.
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1, -1]).astype(complex)
spin = (sy, sz, sx)
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[i, k, j] = 1, -1
LS = sum(np.kron(-1j * levi[k], spin[k]) for k in range(3))
# Mirror sectors: X and Z with spin t, Y with the opposite spin
SECTORS = ([0, 3, 4], [1, 2, 5])
assert np.allclose(LS[np.ix_(*SECTORS)], 0)
assert np.allclose(np.linalg.eigvalsh(LS), [-2, -2, 1, 1, 1, 1])

hk = 0.04
zc = np.linspace(-BOX, BOX, int(round(2 * BOX / hk)) + 1)
zv = np.concatenate(([zc[0] - hk / 2], zc + hk / 2))
N = len(zc)
pc, pv = profiles(zc), profiles(zv)
GRAD = sp.diags([np.ones(N), -np.ones(N)], [0, -1], shape=(N + 1, N)) / hk
AVG = sp.diags([np.ones(N), np.ones(N)], [0, -1], shape=(N + 1, N)) / 2


def eight_band(kx, sector, v_step=STEP_V, lam=1.0):
    """Lowest conduction state in one mirror sector (0: sigma_y = +1)."""
    p = np.sqrt(lam * P2)
    edge = -lam * GAP + v_step * pv[0] + pv[2]
    idx = SECTORS[sector]
    block = LS[np.ix_(idx, idx)] * lam * DELTA / 3
    hv = (sp.kron(sp.eye(3), sp.diags(edge - lam * DELTA / 3))
          + sp.kron(sp.csr_matrix(block), sp.eye(N + 1)))
    coupling = sp.vstack([p * kx * AVG, sp.csr_matrix((N + 1, N)),
                          -1j * p * GRAD])
    ham = sp.bmat([[sp.diags(STEP_C * pc[0] + pc[2]), coupling.conj().T],
                   [coupling, hv]], format='csc').astype(complex)
    val, vec = eigsh(ham, k=1, sigma=E1 + 1e-3,
                     v0=np.ones(ham.shape[0], complex))
    return val[0], np.abs(vec[:, 0])**2


def alpha_split(kx, v_step=STEP_V, lam=1.0):
    """Signed splitting over 2k from two diagonalizations."""
    up = eight_band(kx, 0, v_step, lam)[0]
    down = eight_band(kx, 1, v_step, lam)[0]
    return (down - up) / (2 * kx)


E_full, weight = eight_band(0.0, 0)
wc = weight[:N]
wv = weight[N:].reshape(3, N + 1).sum(axis=0)
ev_c = -GAP + STEP_V * pc[0] + pc[2]
alpha_mean = np.sum(wc * beta1(E_full - ev_c) * (pc[3] + STEP_V * pc[1]))
alpha_full = alpha_split(0.02)
assert abs(alpha_mean / alpha_full - 1) < 5e-3

full_force_c = np.sum(wc * (STEP_C * pc[1] + pc[3]))
full_force_v = np.sum(wv * (STEP_V * pv[1] + pv[3]))
assert abs(full_force_c + full_force_v) < 5e-3 * FIELD

# ---------- mass that varies with position at the subband energy ----------
s_m, ds_m, u_m, du_m, _ = profiles(z_mid)
x_m = E_full - (-GAP + STEP_V * s_m + u_m)
lev_var, st_var = solve(z, ec, kinetic(x_m))
assert abs(lev_var[0] - E_full) < 1e-4
fv = st_var[:, 0]
slope = np.diff(np.concatenate(([0], fv, [0]))) / h
dA = P2 / 3 * (2 / x_m**2 + 1 / (x_m + DELTA)**2) * (du_m + STEP_V * ds_m)
force_var = mean(dec, fv**2)
force_mass = -h * np.sum(dA * slope**2)
assert abs(force_var - force_mass) < 2e-3 * FIELD
assert abs(force_var) > 10 * abs(force_c)

# ---------- leading-order law for three valence alignments ----------
ratios = {}
for name, v in (('parallel', STEP_C), ('continuous', 0.0), ('type I', STEP_V)):
    r = [alpha_split(0.02, v, lam) / (beta1(lam * GAP + E1, lam) * force_u)
         for lam in (1.0, 16.0, 32.0)]
    limit = 2 * r[2] - r[1]             # removes the 1/scale correction
    expected = 1 - v / STEP_C
    assert abs(limit - expected) < 0.02, (name, r, limit, expected)
    ratios[name] = (r[0], r[2], limit, expected)

# ---------- sizes of neglected effects ----------
coulomb = const.e / (const.epsilon_0 * EPS_R) * 1e9    # e^2/eps, eV nm
K = coulomb * DENSITY / 2
rho_h = rho.copy()
for _ in range(60):
    cumulative = cumulative_trapezoid(rho_h, z, initial=0)
    du_h = -K * (2 * cumulative - 1) * window
    u_h = cumulative_trapezoid(du_h, z, initial=0)
    u_h -= 0.5 * (u_h[0] + u_h[-1])
    lev_h, st_h = solve(z, ec + u_h, const_coeff)
    change = np.max(np.abs(st_h[:, 0]**2 - rho_h))
    rho_h = 0.5 * rho_h + 0.5 * st_h[:, 0]**2
assert change < 1e-8
assert abs(mean(dec + du_h, rho_h)) < 2e-3 * FIELD
self_force = mean(du_h, rho_h)
assert abs(self_force) < 1e-2 * FIELD
alpha_h = mean(beta1(lev_h[0] - ev - u_h) * (du + du_h + STEP_V * ds), rho_h)

s2, ds2, u2, du2, _ = profiles(z, 2 * WIDTH)
lev2, st2 = solve(z, STEP_C * s2 + u2, const_coeff)
alpha_wide = mean(beta1(lev2[0] + GAP - STEP_V * s2 - u2)
                  * (du2 + STEP_V * ds2), st2[:, 0]**2)

k_f = np.sqrt(2 * np.pi * DENSITY)
alpha_kf = alpha_split(k_f)
kz2 = h * np.sum((np.diff(f) / h)**2)
tau = MOBILITY * 1e-4 * mass * const.m_e / const.e
broadening = const.hbar / tau / const.e
margin = E_full - max(ev.max(), ev_c.max())
assert margin > 0                       # no interband tunnelling path


def show(label, value, unit='', digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("well gap", GAP, "eV", 2)
show("barrier gap", GAP_BARRIER, "eV", 2)
show("conduction step", STEP_C, "eV", 2)
show("valence step, well to barrier", STEP_V, "eV", 2)
show("spin-orbit splitting", DELTA, "eV", 2)
show("Kane energy", EP, "eV", 1)
show("well width", WELL, "nm", 1)
show("charge sheets at +/-", SHEET, "nm", 1)
show("interface tanh width", WIDTH, "nm", 2)
show("applied field", FIELD * 10, "MV/cm", 2)
show("constant mass", mass, "m0", 4)
show("E1, constant mass", E1 * 1e3, "meV", 1)
show("E2, constant mass", E2 * 1e3, "meV", 1)
show("mean electric force term <U'>", force_u * 1e3, "meV/nm")
show("mean conduction-step term", force_step * 1e3, "meV/nm")
show("mean Ec', subband 1", force_c * 1e3, "meV/nm", 4)
show("mean Ec', subband 2", force_c2 * 1e3, "meV/nm", 4)
show("mean Ev', subband 1", force_v * 1e3, "meV/nm")
show("beta1 at well centre", beta1(GAP + E1), "nm^2", 4)
show("alpha field part, constant mass", alpha_field * 1e3, "meV nm")
show("alpha interface part, constant mass", alpha_step * 1e3, "meV nm")
show("alpha total, constant mass", alpha_const * 1e3, "meV nm")
show("alpha leading-order law", alpha_lead * 1e3, "meV nm")
show("E1, eight-band", E_full * 1e3, "meV", 1)
show("valence weight, eight-band", 100 * wv.sum(), "%", 1)
show("alpha from mean beta', eight-band", alpha_mean * 1e3, "meV nm")
show("alpha from splitting, eight-band", alpha_full * 1e3, "meV nm")
show("eight-band conduction force", full_force_c * 1e3, "meV/nm")
show("eight-band valence force", full_force_v * 1e3, "meV/nm")
show("mean Ec', varying mass", force_var * 1e3, "meV/nm")
show("mass-gradient formula", force_mass * 1e3, "meV/nm")
print("alpha/(beta1 <U'>): gap x1, gap x32, extrapolated, law")
for name, row in ratios.items():
    print(f"  {name}: " + ", ".join(f"{x:.3f}" for x in row))
show("sheet density", DENSITY * 100, "1e12 cm^-2", 2)
show("relative permittivity", EPS_R, "", 1)
show("channel-charge field jump", 2 * K * 10, "MV/cm")
show("mean self-force of channel charge", self_force * 1e3, "meV/nm", 4)
show("alpha with channel charge, constant mass", alpha_h * 1e3, "meV nm")
show("alpha with doubled interface width", alpha_wide * 1e3, "meV nm")
show("Fermi wavevector", k_f, "nm^-1")
show("Fermi energy at 0 K, constant mass", A0 * k_f**2 * 1e3, "meV", 1)
show("splitting/2k at Fermi wavevector", alpha_kf * 1e3, "meV nm")
show("splitting at Fermi wavevector", 2 * alpha_kf * k_f * 1e3, "meV")
show("thermal energy at 300 K", KT * 1e3, "meV", 1)
show("rough mobility", MOBILITY, "cm2/Vs", 0)
show("collision broadening hbar/tau", broadening * 1e3, "meV", 2)
show("rough Dresselhaus constant", GAMMA_D, "eV nm^3", 2)
show("Dresselhaus linear coefficient", GAMMA_D * kz2 * 1e3, "meV nm", 2)
show("subband spacing over kT", (E2 - E1) / KT, "", 1)
show("lower outer barrier above E1", (min(ec[0], ec[-1]) - E1) * 1e3, "meV", 0)
show("total electrostatic drop", (u[-1] - u[0]) * 1e3, "meV", 0)
show("E1 above highest valence edge", margin * 1e3, "meV", 0)
show("omitted free-electron term / kinetic term", 100 * mass, "%", 1)
print("all tests passed")
```

It prints:

```
well gap: 0.74 eV
barrier gap: 1.46 eV
conduction step: 0.50 eV
valence step, well to barrier: -0.22 eV
spin-orbit splitting: 0.33 eV
Kane energy: 20.0 eV
well width: 10.0 nm
charge sheets at +/-: 10.0 nm
interface tanh width: 0.30 nm
applied field: 0.10 MV/cm
constant mass: 0.0412 m0
E1, constant mass: 53.3 meV
E2, constant mass: 219.2 meV
mean electric force term <U'>: 9.999 meV/nm
mean conduction-step term: -9.999 meV/nm
mean Ec', subband 1: 0.0000 meV/nm
mean Ec', subband 2: 0.0000 meV/nm
mean Ev', subband 1: 14.399 meV/nm
beta1 at well centre: 0.2023 nm^2
alpha field part, constant mass: 1.958 meV nm
alpha interface part, constant mass: 0.495 meV nm
alpha total, constant mass: 2.453 meV nm
alpha leading-order law: 2.913 meV nm
E1, eight-band: 47.8 meV
valence weight, eight-band: 4.3 %
alpha from mean beta', eight-band: 2.476 meV nm
alpha from splitting, eight-band: 2.473 meV nm
eight-band conduction force: -1.478 meV/nm
eight-band valence force: 1.478 meV/nm
mean Ec', varying mass: -1.544 meV/nm
mass-gradient formula: -1.544 meV/nm
alpha/(beta1 <U'>): gap x1, gap x32, extrapolated, law
  parallel: -0.091, -0.003, 0.000, 0.000
  continuous: 0.941, 0.997, 1.000, 1.000
  type I: 1.222, 1.430, 1.440, 1.440
sheet density: 0.50 1e12 cm^-2
relative permittivity: 14.0
channel-charge field jump: 0.065 MV/cm
mean self-force of channel charge: -0.0002 meV/nm
alpha with channel charge, constant mass: 2.415 meV nm
alpha with doubled interface width: 2.445 meV nm
Fermi wavevector: 0.177 nm^-1
Fermi energy at 0 K, constant mass: 29.0 meV
splitting/2k at Fermi wavevector: 2.257 meV nm
splitting at Fermi wavevector: 0.800 meV
thermal energy at 300 K: 25.9 meV
rough mobility: 10000 cm2/Vs
collision broadening hbar/tau: 2.81 meV
rough Dresselhaus constant: 0.03 eV nm^3
Dresselhaus linear coefficient: 1.46 meV nm
subband spacing over kT: 6.4
lower outer barrier above E1: 347 meV
total electrostatic drop: 200 meV
E1 above highest valence edge: 747 meV
omitted free-electron term / kinetic term: 4.1 %
all tests passed
```
